**Joule heating of a long square line: steady temperature rise and its conditions**

The program tests the rise $\Delta T=\rho J^2A/g$, where $\rho$ is the resistivity, $J$ the current density, $A$ the cross-section area and $g$ the heat lost per unit length, time and kelvin. For the posed data it asserts a rise of 0.2 K. Quadrature over Drude collision times, done in atomic units, must reproduce both the current density and the heat $\rho J^2$ per volume and time. A two-dimensional finite-volume solution must give the same mean surface rise, and a centre-to-surface difference within 1 percent of $\rho J^2A/(12\kappa)$, where $\kappa$ is the thermal conductivity. A finite-difference solution along the line must agree with the midpoint formula for ends held at the temperature of the surroundings. Time integration of the heat balance must agree with the formula for a resistivity that grows linearly with temperature. For the chosen $\kappa$ and resistivity coefficient, the output shows that the internal difference and the feedback are negligible at the posed current density, while cool ends reduce the midpoint rise to 0.0235 K in a line of 2000 Å.

## Check in Python

```python
"""Steady Joule heating of a long square line.

Result under test: surface temperature rise = rho * J**2 * A / g, where
  rho = resistivity, J = current density, A = side**2 = cross-section area,
  g = heat lost per unit length, time and kelvin of temperature rise.
Also tested: the Drude origin of the heat rho*J**2, the temperature difference
inside the cross-section, the effect of cool line ends, and the feedback from a
resistivity that grows with temperature.
Working units: eV, angstrom, fs, elementary charge e, kelvin.
The Drude test is done in atomic units.
"""
import numpy as np
from scipy.constants import e, k, physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve

# Posed data
side_nm, rho_microohm_cm, J_MA_cm2, g_W_mK = 20.0, 5.0, 10.0, 1.0
rho_SI = rho_microohm_cm * 1e-8        # ohm m
J_SI = J_MA_cm2 * 1e10                 # A/m^2

# Conversion to eV, angstrom, fs, e
fs, ang = 1e-15, 1e-10
side = side_nm * 10.0
area = side**2
rho = rho_SI / (fs * ang / e)          # V fs angstrom / e
J = J_SI / (e / (fs * ang**2))         # e / (fs angstrom^2)
g = g_W_mK / (e / (fs * ang))          # eV / (fs angstrom K)

# Round model parameters for the checks of the assumptions
density = 0.08                         # carriers per angstrom^3
kappa = 6e-5                           # eV / (fs angstrom K)
alpha = 0.004                          # 1/K

# Derived formulas
heat_volume = rho * J**2
heat_length = heat_volume * area
rise = heat_length / g
assert abs(rise - 0.2) < 1e-10

# Drude test: average over the exponential distribution of collision times
a0 = physical_constants["Bohr radius"][0]
hartree = physical_constants["Hartree energy"][0]
t_au = physical_constants["atomic unit of time"][0]
rho_au = rho_SI / (hartree * t_au * a0 / e**2)
J_au = J_SI / (e / (t_au * a0**2))
n_au = density * (a0 / ang)**3
tau = 1.0 / (n_au * rho_au)
field = rho_au * J_au
v_start = 3.0 * field * tau            # initial speed, both signs equally likely


def mean_over_times(function):
    return quad(lambda s: np.exp(-s) * function(s * tau), 0, np.inf,
                epsabs=0, epsrel=1e-9)[0]


def energy_gain(t):
    gains = [((v + field * t)**2 - v**2) / 2 for v in (v_start, -v_start)]
    return sum(gains) / 2


J_drude = n_au * mean_over_times(lambda t: field * t)
heat_drude_au = n_au / tau * mean_over_times(energy_gain)
heat_drude = heat_drude_au * (hartree / e) / (t_au / fs) / (a0 / ang)**3
assert abs(J_drude / J_au - 1) < 1e-7
assert abs(heat_drude / heat_volume - 1) < 1e-7


# Cross-section test: finite volumes with heat loss through the four faces
def cross_section(cells):
    dx = side / cells
    film = g / (4 * side) * dx         # surface conductance of one cell face
    to_outside = 1 / (1 / (2 * kappa) + 1 / film)
    matrix = lil_matrix((cells**2, cells**2))
    outer_faces = np.zeros(cells**2)
    for i in range(cells):
        for j in range(cells):
            row = i * cells + j
            for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1)):
                p, q = i + di, j + dj
                if 0 <= p < cells and 0 <= q < cells:
                    matrix[row, row] += kappa
                    matrix[row, p * cells + q] -= kappa
                else:
                    matrix[row, row] += to_outside
                    outer_faces[row] += 1
    source = np.full(cells**2, heat_drude * dx**2)
    temp = spsolve(matrix.tocsr(), source)
    surface = np.sum(outer_faces * temp) * to_outside / film / (4 * cells)
    return surface, temp[(cells**2) // 2]


surface_num, centre_num = cross_section(41)
inner_difference = heat_length / (12 * kappa)
assert abs(surface_num / rise - 1) < 1e-6
# 1 percent: grid error and slightly nonuniform surface flux
assert abs((centre_num - surface_num) / inner_difference - 1) < 0.01

# Finite line with both ends at the temperature of the surroundings
decay_length = np.sqrt(kappa * area / g)


def midpoint_formula(length):
    return rise * (1 - 1 / np.cosh(length / (2 * decay_length)))


def midpoint_numerical(length, intervals=2000):
    dx = length / intervals
    bands = np.zeros((3, intervals - 1))
    bands[0, 1:] = bands[2, :-1] = -kappa * area / dx**2
    bands[1] = 2 * kappa * area / dx**2 + g
    profile = solve_banded((1, 1), bands, np.full(intervals - 1, heat_length))
    return profile[intervals // 2 - 1]


lengths = (2000.0, 20000.0)
mid_numerical = [midpoint_numerical(length) for length in lengths]
for length, value in zip(lengths, mid_numerical):
    assert abs(value / midpoint_formula(length) - 1) < 1e-4


# Resistance feedback: follow the heat balance in time until it is steady
def feedback_formula(power):
    return power / (g - alpha * power)


def feedback_numerical(power):
    # time is measured in units of heat capacity per length divided by g
    run = solve_ivp(lambda s, u: power * (1 + alpha * u) / g - u, (0, 40),
                    [0.0], rtol=1e-9, atol=1e-12)
    return run.y[0, -1]


power_tenfold = rho * (10 * J)**2 * area
for power in (heat_length, power_tenfold):
    assert abs(feedback_numerical(power) / feedback_formula(power) - 1) < 1e-6

print(f"Posed side: {side_nm:.0f} nm")
print(f"Posed resistivity: {rho_microohm_cm:.0f} microohm cm")
print(f"Posed current density: {J_MA_cm2:.0f} MA/cm^2")
print(f"Posed heat-loss coefficient: {g_W_mK:.0f} W/(m K)")
print(f"Side: {side:.0f} angstrom")
print(f"Area: {area:.0f} angstrom^2")
print(f"Resistivity: {rho:.5f} V fs angstrom/e")
print(f"Current density: {J:.4e} e/(fs angstrom^2)")
print(f"Heat-loss coefficient: {g:.4e} eV/(fs angstrom K)")
print(f"Heat per volume and time: {heat_volume:.4e} eV/(fs angstrom^3)")
print(f"Same from Drude average: {heat_drude:.4e} eV/(fs angstrom^3)")
print(f"Heat per length and time: {heat_length:.4e} eV/(fs angstrom)")
print(f"Temperature rise: {rise:.4f} K")
print(f"Main result as k_B times rise: {k * rise / e:.3e} eV")
print(f"Chosen carrier density: {density:.2f} per angstrom^3")
print(f"Drude collision time: {tau * t_au / fs:.2f} fs")
print(f"Chosen thermal conductivity: {kappa:.1e} eV/(fs angstrom K)")
print(f"Surface mean rise, 2D numerical: {surface_num:.6f} K")
print(f"Centre minus surface mean, formula: {inner_difference:.3e} K")
print(f"Centre minus surface mean, 2D: {centre_num - surface_num:.3e} K")
print(f"Decay length from cool ends: {decay_length:.0f} angstrom")
for length, value in zip(lengths, mid_numerical):
    print(f"Midpoint rise, length {length:.0f} angstrom, formula: "
          f"{midpoint_formula(length):.4f} K; numerical: {value:.4f} K")
print(f"Chosen resistivity coefficient alpha: {alpha:.3f} 1/K")
print(f"Rise with feedback: {feedback_formula(heat_length):.5f} K")
print(f"Tenfold J, rise without feedback: {power_tenfold / g:.2f} K")
print(f"Tenfold J, with feedback: {feedback_formula(power_tenfold):.2f} K")
print(f"Tenfold J, time integration: {feedback_numerical(power_tenfold):.2f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Posed side: 20 nm
Posed resistivity: 5 microohm cm
Posed current density: 10 MA/cm^2
Posed heat-loss coefficient: 1 W/(m K)
Side: 200 angstrom
Area: 40000 angstrom^2
Resistivity: 0.08011 V fs angstrom/e
Current density: 6.2415e-06 e/(fs angstrom^2)
Heat-loss coefficient: 6.2415e-07 eV/(fs angstrom K)
Heat per volume and time: 3.1208e-12 eV/(fs angstrom^3)
Same from Drude average: 3.1208e-12 eV/(fs angstrom^3)
Heat per length and time: 1.2483e-07 eV/(fs angstrom)
Temperature rise: 0.2000 K
Main result as k_B times rise: 1.723e-05 eV
Chosen carrier density: 0.08 per angstrom^3
Drude collision time: 8.87 fs
Chosen thermal conductivity: 6.0e-05 eV/(fs angstrom K)
Surface mean rise, 2D numerical: 0.200000 K
Centre minus surface mean, formula: 1.734e-04 K
Centre minus surface mean, 2D: 1.734e-04 K
Decay length from cool ends: 1961 angstrom
Midpoint rise, length 2000 angstrom, formula: 0.0235 K; numerical: 0.0235 K
Midpoint rise, length 20000 angstrom, formula: 0.1976 K; numerical: 0.1976 K
Chosen resistivity coefficient alpha: 0.004 1/K
Rise with feedback: 0.20016 K
Tenfold J, rise without feedback: 20.00 K
Tenfold J, with feedback: 21.74 K
Tenfold J, time integration: 21.74 K
ALL CHECKS PASSED
```
